# The Tersoff–Hamann result and Chen's derivative rule for tunnelling tips, part 1

(Sections cited here and not found follow in the second part.)

Q: A tunnelling current is collected across a gap several ångströms wide, between a tip and a surface that both have structure. I doubt that it can be reduced to any simple property of the sample, and I will not accept a formula for the current as a starting point. What is the model, and where does the current come from?

A: The sample lies below, the tip above, and $z$ runs along the surface normal. Electrons are treated as independent, each moving in a fixed real potential, with Hamiltonian $H=\hat T+U_S+U_T$ and $\hat T=-(\hbar^2/2m)\nabla^2$. Energies are counted from the vacuum level. I assume that a surface $\Sigma$ can be drawn through the gap such that the sample potential $U_S$ vanishes above it, in the tip region $\Omega_T$, and the tip potential $U_T$ vanishes below it. The isolated electrodes have normalised states

$$(\hat T+U_S)\psi_\nu=E_\nu\psi_\nu,\qquad (\hat T+U_T)\chi_\mu=E_\mu\chi_\mu .$$

Both electrodes have the same work function $\phi$, so the Fermi level is $E_F=-\phi$.

Start an electron in $\psi_\nu$ and write its state as
$$\Psi=\psi_\nu e^{-iE_\nu t/\hbar}+\sum_\mu c_\mu(t)\,\chi_\mu e^{-iE_\mu t/\hbar},\qquad c_\mu(0)=0 .$$
On the left of $i\hbar\,\partial_t\Psi=H\Psi$ stand $E_\nu\psi_\nu$ and $(i\hbar\dot c_\mu+E_\mu c_\mu)\chi_\mu$ with their phase factors. On the right, $H\psi_\nu=(E_\nu+U_T)\psi_\nu$ and $H\chi_\mu=(E_\mu+U_S)\chi_\mu$. The terms in $E_\nu$ and $E_\mu$ cancel, and projecting what remains on $\chi_\mu$ gives
$$i\hbar\dot c_\mu=M_{\mu\nu}\,e^{i(E_\mu-E_\nu)t/\hbar}+\sum_{\mu'}\langle\chi_\mu|U_S|\chi_{\mu'}\rangle\,c_{\mu'}e^{i(E_\mu-E_{\mu'})t/\hbar},\qquad M_{\mu\nu}=\langle\chi_\mu|U_T|\psi_\nu\rangle .$$
The first term samples the tail of $\psi_\nu$ inside the tip, one small factor. The second samples the tail of $\chi_\mu$ inside the sample and is multiplied by $c_{\mu'}$, which already carries the tail of $\psi_\nu$, so it has at least two small factors. To lowest order in the tails it is dropped. With $\Delta=E_\mu-E_\nu$, integration gives $|c_\mu|^2=|M_{\mu\nu}|^2\,4\sin^2(\Delta t/2\hbar)/\Delta^2$. This function of $\Delta$ narrows as $1/t$, and with $u=\Delta t/2\hbar$ its area is $(2t/\hbar)\int \sin^2u/u^2\,du=2\pi t/\hbar$. The rate is therefore $(2\pi/\hbar)|M_{\mu\nu}|^2\delta(E_\mu-E_\nu)$.

Q: The two sets of states belong to different Hamiltonians and are not orthogonal. Does that not spoil the projection? And the reverse process would have $U_S$ where you have $U_T$, so the two rates need not match.

A: The projection used only the orthonormality of the $\chi_\mu$ among themselves. The overlap $S=\langle\chi_\mu|\psi_\nu\rangle$ enters when one asks for the amplitude in $\chi_\mu$, which is $c_\mu$ plus $S$ times a phase. That addition stays bounded while $\sum|c_\mu|^2$ grows in proportion to $t$, so it does not alter the rate. For the reverse process, evaluate $\langle\chi_\mu|H|\psi_\nu\rangle$ with $H$ acting to the right and to the left:
$$E_\nu S+\langle\chi_\mu|U_T|\psi_\nu\rangle=E_\mu S+\langle\chi_\mu|U_S|\psi_\nu\rangle .$$
At equal energies, which the delta function enforces, the two matrix elements coincide and the forward and backward rates are equal.

Let a positive voltage $V$ on the sample put the tip's Fermi level at $E_F+eV$. With Fermi factors $f_T=f(E-E_F-eV)$ and $f_S=f(E-E_F)$, the net flow from tip to sample is weighted by $f_T(1-f_S)-f_S(1-f_T)=f_T-f_S$. Labels $\mu,\nu$ count orbital states of one spin, and a factor 2 counts spin in non-magnetic electrodes:
$$I=\frac{4\pi e}{\hbar}\sum_{\mu\nu}|M_{\mu\nu}|^2\,[f_T-f_S]\,\delta(E_\mu-E_\nu).$$
For small $V$, $f_T-f_S\to eV(-\partial f/\partial E)$, and at low temperature $-\partial f/\partial E\to\delta(E-E_F)$. I now assume that all tip states at the Fermi level have the same shape $\chi$ in the gap, $\chi_\mu=b_\mu\chi$, as happens when one apex orbital is broadened into a resonance by the tip body, and define $\rho_T=\sum_\mu|b_\mu|^2\delta(E_\mu-E_F)$, per spin. Since $4\pi e^2/\hbar=8\pi^2e^2/h$,
$$G=\frac{2e^2}{h}\,\mathcal T,\qquad \mathcal T=4\pi^2\rho_T\sum_\nu|M_\nu|^2\,\delta(E_\nu-E_F),\qquad M_\nu=\langle\chi|U_T|\psi_\nu\rangle .$$

Q: That matrix element needs the potential inside the tip, which is unknown. You have gained nothing.

A: The potential can be removed. $U_T$ lives in $\Omega_T$, so the integral runs over $\Omega_T$. There $U_T\chi^*=(E-\hat T)\chi^*$, because the potential is real, and $E\psi=\hat T\psi$, because $U_S=0$ in $\Omega_T$ and the energies are equal. Hence
$$M=\int_{\Omega_T}\big[\chi^*\,\hat T\psi-\psi\,\hat T\chi^*\big]d^3r=-\frac{\hbar^2}{2m}\int_{\Omega_T}\nabla\cdot\big(\chi^*\nabla\psi-\psi\nabla\chi^*\big)\,d^3r ,$$
where the cross terms $\nabla\chi^*\cdot\nabla\psi$ cancel in the divergence. The divergence theorem turns this into a flux through the boundary of $\Omega_T$. The distant parts give nothing, since $\psi$ decays upwards and $\chi$ decays sideways. On $\Sigma$ the outward normal of $\Omega_T$ points down. With $\mathbf n$ pointing up, towards the tip, the sign flips:
$$M=\frac{\hbar^2}{2m}\int_\Sigma\big(\chi^*\nabla\psi-\psi\nabla\chi^*\big)\cdot\mathbf n\,dS .$$
This is Bardeen's form. Only the tails of the two states in the gap appear.

Q: The surface was arbitrary. If I move it, does $M$ change?

A: Take $\Sigma$ as the plane at height $z$, and let the sample obey $\nabla^2\psi=\kappa^2\psi$ and the tip $\nabla^2\chi=\kappa'^2\chi$ in the gap, with $\kappa=\sqrt{2m\phi}/\hbar$ and $\kappa'$ left free for the moment. Differentiating the integral with respect to $z$ gives $\int(\chi^*\partial_z^2\psi-\psi\,\partial_z^2\chi^*)\,dS$. Substitute $\partial_z^2=\nabla^2-\nabla_\parallel^2$. The lateral parts, $-\chi^*\nabla_\parallel^2\psi+\psi\nabla_\parallel^2\chi^*$, form a two-dimensional divergence and integrate to zero. What is left is
$$M(z_2)-M(z_1)=\frac{\hbar^2}{2m}(\kappa^2-\kappa'^2)\int_{z_1<z<z_2}\chi^*\psi\,d^3r .$$
For $\kappa'=\kappa$ the position of the plane is immaterial. For $\kappa'\neq\kappa$ it matters, and the surface integral is no longer a well-defined matrix element. The numerical check asserts the slab formula by quadrature. For its test state, with the tip level put 0.5 eV below the sample level, moving the plane from 2 Å to 3 Å changes $M$ by 5.7% of its value at 2 Å. A mismatch of this kind arises physically when the vacuum levels on the two sides differ, through unequal work functions or a bias, because the gap is then not free of potential. An image-potential tail also breaks the assumption. A residual potential $\delta U$ changes the decay constant by $\kappa\,\delta U/2\phi$, and over a distance $\ell$ this changes a tail by the factor $e^{-\kappa\ell\,\delta U/2\phi}$. Tails computed with the vacuum $\kappa$ are therefore right in magnitude only if these potentials are small against $\phi/\kappa\ell$, with $\ell$ the length of gap over which they act, which for $\kappa\ell>1$ (here $\ell>0.92$ Å) is a stricter condition than smallness against $\phi$. A classical image tail, $3.6$ eV Å$/z$, does not meet it: it is 1.2 eV at 3 Å, against $\phi/\kappa\ell=0.92$ eV for $\ell=4.5$ Å. The conductances computed below for a step barrier are model values for this reason. The relation between $M$ and the sample state is less fragile. A residual potential below $\Sigma$ can be counted in $U_S$, where it changes $\psi$ itself, and $\langle\chi|U_T|\psi\rangle$ needs $\psi$ only where $U_T$ acts, so for that relation $\ell$ is the size of the tip region and not the width of the gap.

Q: You dropped a term on a counting argument. Is there a case where the exact answer is known, factor $4\pi^2$ included?

A: In one dimension. Take two free-electron metals with wave numbers $k_L,k_R$ at the Fermi level, joined by a square barrier of width $d$, with step heights $V_{L,R}=(\hbar^2/2m)(k_{L,R}^2+\kappa^2)$. An isolated left state is $A\sin(\theta-kz)$ for $z<0$ and $A\sin\theta\,e^{-\kappa z}$ for $z>0$. Matching logarithmic derivatives, $-k\cot\theta=-\kappa$, gives $\tan\theta=k/\kappa$ and $\sin^2\theta=k^2/(k^2+\kappa^2)$. In a long box of length $L$, $A^2=2/L$, the allowed $k$ are spaced by $\pi/L$, and $dE/dk=\hbar^2k/m$. The squared edge amplitude $a^2$ times the density of states is then
$$a^2\rho=\frac{2}{L}\,\frac{k^2}{k^2+\kappa^2}\,\frac{L}{\pi}\,\frac{m}{\hbar^2k}=\frac{k}{\pi V}.$$
With $\psi=a_Le^{-\kappa z}$ and $\chi=a_Re^{-\kappa(d-z)}$, Bardeen's form gives $M=-(\hbar^2/2m)\,2\kappa\,a_La_Re^{-\kappa d}$, and
$$\mathcal T_B=4\pi^2|M|^2\rho_L\rho_R=\frac{16\,\kappa^2k_Lk_R}{(k_L^2+\kappa^2)(k_R^2+\kappa^2)}\,e^{-2\kappa d}.$$
In the exact problem a wave $e^{ik_Lz}$ launches an evanescent wave of amplitude $t_L=2ik_L/(ik_L-\kappa)$, from $1+r=t_L$ and $ik_L(1-r)=-\kappa t_L$. At the far step, $1+r_R=t_R$ and $-\kappa(1-r_R)=ik_Rt_R$ give $r_R=(\kappa+ik_R)/(\kappa-ik_R)$ and $t_R=2\kappa/(\kappa-ik_R)$. A single pass has flux ratio $(k_R/k_L)|t_Lt_R|^2e^{-2\kappa d}$, which equals $\mathcal T_B$. By the same matching, the returning evanescent wave is reflected at the left step with $r_L=(\kappa+ik_L)/(\kappa-ik_L)$. Each round trip multiplies the amplitude by $r_Lr_Re^{-2\kappa d}$ with $|r_L r_R|=1$, so the geometric series gives $\mathcal T_B/\mathcal T_{\rm exact}=|1-r_Lr_Re^{-2\kappa d}|^2$, which differs from 1 by at most $2e^{-2\kappa d}+e^{-4\kappa d}$. The dropped term is this multiple reflection.

The program builds $\mathcal T_B$ from box levels found numerically and solves the exact matching equations, for Fermi energies of 5 and 7 eV above the band bottoms and $\phi=4.5$ eV. At $d=2$ Å the exact value is $4.923\times10^{-2}$ and Bardeen's is $5.047\times10^{-2}$, too high by 2.5% of the exact value. At $d=6$ Å they are $8.454958\times10^{-6}$ and $8.454994\times10^{-6}$, a relative difference of $4\times10^{-6}$.

Q: Granted. The tail of the tip state is still unknown. What do you assume, and what follows in the simplest case?

A: Choose a centre $\mathbf r_0$ in the apex, let $\boldsymbol\rho=\mathbf r-\mathbf r_0$, and suppose that on $\Sigma$ the tip state is a solution of $(\nabla^2-\kappa^2)\chi=0$ that is spherically symmetric about $\mathbf r_0$ and decays away from it. For a radial function $\nabla^2F=\rho^{-1}(\rho F)''$, so $\rho F\propto e^{\pm\kappa\rho}$, and the decaying choice is
$$\chi=C\,k_0(\kappa\rho)\,Y_{00},\qquad k_0(u)=\frac{e^{-u}}{u},\qquad Y_{00}=\frac{1}{\sqrt{4\pi}},$$
with $C$ real, of dimension length$^{-3/2}$. The function $g=e^{-\kappa\rho}/(4\pi\rho)=\kappa k_0/4\pi$ solves the vacuum equation for $\rho>0$. At the origin, integrate $(\nabla^2-\kappa^2)g$ over a ball of radius $\epsilon$. The Laplacian gives the flux $4\pi\epsilon^2g'(\epsilon)=-(1+\kappa\epsilon)e^{-\kappa\epsilon}\to-1$, and $\kappa^2\int g\,d^3\rho$ vanishes as $\epsilon^2$. Thus $(\nabla^2-\kappa^2)g=-\delta(\boldsymbol\rho)$, which the program tests on a Gaussian.

Now run the divergence theorem backwards with $g$ in the place of $\chi$, the minus sign coming again from $\mathbf n$ being the inward normal of $\Omega_T$:
$$\int_\Sigma(g\nabla\psi-\psi\nabla g)\cdot\mathbf n\,dS=-\int_{\Omega_T}\big(g\nabla^2\psi-\psi\nabla^2g\big)d^3r=-\int_{\Omega_T}\big[g\kappa^2\psi-\psi(\kappa^2g-\delta)\big]d^3r=-\psi(\mathbf r_0).$$
Since $k_0=4\pi g/\kappa$ and $4\pi\hbar^2/2m=2\pi\hbar^2/m$,
$$M=-\frac{2\pi\hbar^2C}{m\kappa}\,\frac{1}{\sqrt{4\pi}}\,\psi(\mathbf r_0).$$
The sign is that expected of $\langle\chi|U_T|\psi\rangle$ for an attractive potential and two positive functions. The prefactor is the same for every sample state at $E_F$, so it leaves the sum:
$$G=\frac{2e^2}{h}\,4\pi^2\rho_T\left(\frac{2\pi\hbar^2C}{m\kappa}\right)^2\frac{1}{4\pi}\,\rho_S(\mathbf r_0,E_F),\qquad \rho_S(\mathbf r,E)=\sum_\nu|\psi_\nu(\mathbf r)|^2\delta(E_\nu-E).$$
This is the Tersoff–Hamann result. To lowest order in the coupling, at small bias and temperature, the conductance of an s-wave tip is proportional to the sample's local density of states per spin, at the Fermi level, at the centre of the tip.

Q: This is where I object most. The true tip state is not singular at $\mathbf r_0$, and the sample state cannot pass unchanged through tip atoms. You have evaluated a fictitious function at a forbidden point.

A: Two separate uses of the divergence theorem were made. The first used the true $\chi$ and the true $U_T$ and showed that $M$ depends only on values and slopes on $\Sigma$. The second evaluates that surface integral, and for this any function that agrees with $\chi$ near $\Sigma$ may be used inside $\Omega_T$; the singular one is convenient. As for $\psi$, it is by definition a state of the sample with no tip present, and it obeys the vacuum equation throughout $\Omega_T$. So $\rho_S(\mathbf r_0)$ is the density of states that the bare sample would have at the place where the tip's centre sits. It is not the density of the coupled system there.

The result can be had with no singular function if $U_T$ and $\chi$ are spherical everywhere. Then $M=\int U_T(\rho)\chi(\rho)\bar\psi(\rho)\,4\pi\rho^2d\rho$, where $\bar\psi$ is the average of $\psi$ over a sphere about $\mathbf r_0$. Averaging over rotations commutes with $\nabla^2$, so $\bar\psi$ is a radial solution of the vacuum equation; it is regular at the origin and equals $\psi(\mathbf r_0)$ there. This fixes $\bar\psi=\psi(\mathbf r_0)\sinh(\kappa\rho)/(\kappa\rho)$. The tip does average the sample state over its volume, but for any solution of the vacuum equation that average is the central value times a universal factor.

The condition that can fail is that $\psi$ be source-free in $\Omega_T$. Suppose the tail of an adatom, $e^{-\kappa|\mathbf r-\mathbf r_a|}/|\mathbf r-\mathbf r_a|$, has its centre above $\Sigma$. Then it and $g$ are both regular, decaying solutions below $\Sigma$; closing the surface integral downwards gives a volume integral of $g\kappa^2\psi-\psi\kappa^2g=0$. The surface integral gives zero for the adatom, although its value at $\mathbf r_0$ is not zero; the program asserts this vanishing for a plane below the adatom. What has failed is the choice of $\Sigma$: the step $E\psi=\hat T\psi$ no longer holds throughout $\Omega_T$, so that integral is not $\langle\chi|U_T|\psi\rangle$. $\Sigma$ need not be a plane. If it can be bent to pass between the adatom and the tip, through a region where the tip state has its vacuum form, both uses of the divergence theorem go through and the result holds. When the two potentials overlap, so that no separating surface exists, the derivation does not apply.

Q: What fixes $C$, and can the magnitude and not just the form of $M$ be checked against something exact in three dimensions?

A: If the vacuum form holds down to a radius $R$, then $\chi(R)=Ce^{-\kappa R}/(\sqrt{4\pi}\,\kappa R)$, so $C=\sqrt{4\pi}\,\chi(R)\,\kappa Re^{\kappa R}$ and
$$M=-\frac{2\pi\hbar^2}{m}\,R\,e^{\kappa R}\chi(R)\,\psi(\mathbf r_0).$$
The growth $e^{\kappa R}$ offsets the extra decay of $\psi$ from the tip's edge to its centre, so at fixed $\chi(R)$ the exponential is governed by the gap $z_0-R$.

An exact check is offered by two identical zero-range wells a distance $d$ apart. Each binds the normalised state $\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$, which behaves as $1/r-\kappa$ near its centre; this behaviour defines the well. Matching to $Ck_0Y_{00}$ gives $C/(\kappa\sqrt{4\pi})=\sqrt{\kappa/2\pi}$, and the formula gives $|M|=(2\pi\hbar^2/m)(\kappa/2\pi)e^{-\kappa d}/d=\hbar^2\kappa e^{-\kappa d}/(md)$. In a two-state basis the off-diagonal element is $ES+M$ and diagonal shifts are of second order in the tails, so the levels are $E\pm M$ in leading order. Exactly, the even and odd states are $e^{-qr_1}/r_1\pm e^{-qr_2}/r_2$, whose constant term at centre 1 is $-q\pm e^{-qd}/d$; setting it to $-\kappa$ gives $q_\pm=\kappa\pm e^{-q_\pm d}/d$, with energies $-\hbar^2q_\pm^2/2m$. With $\hbar^2/2m=3.80998$ eV Å$^2$ and $\phi=4.5$ eV, $\kappa=\sqrt{4.5/3.80998}=1.08679$ Å$^{-1}$. At $d=6$ Å, $|M|=2\times3.80998\times1.08679\times e^{-6.5207}/6$ eV $=2.0325$ meV. The program's values are 2.03250 meV for $|M|$ and 2.03251 meV for the exact half-splitting.

Q: An apex orbital need not be spherical. What are the tails for higher angular momentum, and must the surface integral be done afresh for each?

A: It need not, because those tails are derivatives of $k_0$. Let $Y(\hat{\boldsymbol\rho})$ be a normalised real spherical harmonic of degree $l$, and $y(\boldsymbol\rho)=\rho^lY$ the corresponding homogeneous polynomial, which satisfies $\nabla^2y=0$. Let $y(\nabla)$ be that polynomial with each coordinate replaced by the partial derivative. For a radial function $F(\rho)$ and $D=\rho^{-1}d/d\rho$, the chain rule with $\partial_i\rho=\rho_i/\rho$ gives
$$\partial_iF=\rho_i\,DF,\qquad \partial_i\partial_jF=\delta_{ij}\,DF+\rho_i\rho_j\,D^2F .$$
For $F=k_0(\kappa\rho)$ and $u=\kappa\rho$, $D=\kappa^2D_u$ with $D_u=u^{-1}d/du$. Differentiating,
$$D_uk_0=-e^{-u}\left(\frac1{u^2}+\frac1{u^3}\right)=-\frac{k_1}{u},\qquad k_1=e^{-u}\left(\frac1u+\frac1{u^2}\right),$$
$$D_u^2k_0=\frac{e^{-u}}{u}\left(\frac1{u^2}+\frac1{u^3}+\frac2{u^3}+\frac3{u^4}\right)=\frac{k_2}{u^2},\qquad k_2=e^{-u}\left(\frac1u+\frac3{u^2}+\frac3{u^3}\right).$$
For $l=1$, $y=\sum_ia_i\rho_i$, and $y(\nabla)k_0=y\,\kappa^2(-k_1/\kappa\rho)=-\kappa\,k_1Y$. For $l=2$, $y=\sum a_{ij}\rho_i\rho_j$ with $a$ symmetric. Harmonicity reads $\nabla^2y=2\sum_ia_{ii}=0$, so the $\delta_{ij}$ term drops out on contraction, and $y(\nabla)k_0=y\,\kappa^4k_2/(\kappa\rho)^2=\kappa^2k_2Y$. Together,
$$y(\nabla)\,k_0(\kappa\rho)=(-\kappa)^l\,k_l(\kappa\rho)\,Y(\hat{\boldsymbol\rho}),\qquad l=0,1,2 .$$
Constant-coefficient derivatives commute with $\nabla^2-\kappa^2$, so $k_lY$ solves the vacuum equation for $\rho>0$, and it decays. The radial equation for given $l$ is of second order, and at large $\rho$ its two solutions behave as $e^{\pm\kappa\rho}/\rho$, so $k_l$ is the only decaying one up to a constant. A tip tail of angular form $Y$ is therefore $\chi=Ck_l(\kappa\rho)Y$. The $k_l$ are modified spherical Bessel functions, and the program tests the identity for all nine harmonics against library values of them.

For an s-wave tip, the conductance at small bias and temperature is proportional, to lowest order in the coupling, to the bare sample's local density of states at the tip centre, and the tails of p and d tips are derivatives of the s tail. It remains to turn those derivatives into a rule for the sample state and to work out conductances and atomic contrast.
